# Zero-quantum suppression by a swept inversion pulse in a gradient: a program that tests the result

```python
"""Zero-quantum (ZQ) filter: swept inversion pulse applied during a gradient.

Result under test: sample-averaged ZQ amplitude A = sin(x)/x,
x = 2 pi kappa |dnu| tau.
dnu: shift difference (Hz); tau: sweep duration (s); B: sweep width (Hz);
kappa: gradient frequency spread of the sample divided by B.
One side is direct propagation of spins through the shaped RF pulse,
the other is the derived phase and attenuation law.
Relaxation, diffusion and RF inhomogeneity are left out.
"""
import numpy as np
from scipy import constants
from scipy.linalg import expm

TWO_PI = 2 * np.pi
B = 40000.0
SPREAD = 24000.0
KAPPA = SPREAD / B
TAU = 0.020
LENGTH = 0.015
Q = 5.0          # adiabaticity: RF amplitude squared / sweep rate
RAMP = 0.10      # fraction of pulse used for each amplitude ramp
SPACING = 10.0
grid = SPACING * (np.arange(-1220, 1220) + 0.5)
inside = np.arange(20, 2420)       # sample positions, -12 to +12 kHz


def rf_phase(t, tau):
    return TWO_PI * (-B * t / 2 + B * t**2 / (2 * tau))


def rf_amplitude(t, tau):
    s = t / tau
    edge = np.minimum(1.0, np.minimum(s, 1 - s) / RAMP)
    return np.sqrt(Q * TWO_PI * B / tau) * np.sin(np.pi * edge / 2)


def rotation(omega, amplitude, phase, dt):
    """First row (p, q) of the SU(2) matrix for one short time step."""
    effective = np.sqrt(omega**2 + amplitude**2)
    half = effective * dt / 2
    s = np.sin(half) / effective
    p = np.cos(half) - 1j * s * omega
    q = -1j * s * amplitude * np.exp(-1j * phase)
    return p, q


def propagate(nu, tau, dt=2e-6):
    omega = TWO_PI * nu
    a = np.ones(len(nu), complex)
    b = np.zeros(len(nu), complex)
    for k in range(int(round(tau / dt))):
        t = (k + 0.5) * dt
        p, q = rotation(omega, rf_amplitude(t, tau), rf_phase(t, tau), dt)
        a, b = p * a - q * b.conj(), p * b + q * a.conj()
    return a, b


def zq_pairs(c, dnu):
    """ZQ transfer at every position, pair placed at +-dnu/2."""
    shift = int(round(dnu / (2 * SPACING)))
    return c[inside + shift] * c[inside - shift].conj()


def law(dnu, tau):
    return np.sinc(2 * KAPPA * dnu * tau)   # numpy: sin(pi u)/(pi u)


# Direct propagation; flip is the transfer coefficient I+ -> I-
a, b = propagate(grid, TAU)
flip = -b.conj()**2
inversion = np.abs(a[inside])**2 - np.abs(b[inside])**2
assert inversion.max() < -0.99

# Phase at each position
DNU = 100.0
pairs = zq_pairs(flip, DNU)
nu_mean = grid[inside]
flip_time = TAU * (0.5 + nu_mean / B)
phase_law = TWO_PI * DNU * (TAU - 2 * flip_time)
phase_error = np.abs(np.angle(pairs * np.exp(-1j * phase_law))).max()
assert phase_error < 0.06    # finite RF field shifts phase near edges

# Separate precession and RF phase contributions at the upper sample edge
nu_pair = SPREAD / 2 + np.array([DNU / 2, -DNU / 2])
t_pair = TAU * (0.5 + nu_pair / B)
precession = TWO_PI * nu_pair * (TAU - 2 * t_pair)
precession_part = precession[0] - precession[1]
rf_part = 2 * (rf_phase(t_pair[0], TAU) - rf_phase(t_pair[1], TAU))
edge_sum = precession_part + rf_part
edge_error = np.angle(pairs[-1] * np.exp(-1j * edge_sum))
assert abs(edge_error) < 0.08

# Attenuation over many shift differences
differences = np.arange(20.0, 401.0, 20.0)
simulated = np.array([zq_pairs(flip, d).mean() for d in differences])
predicted = law(differences, TAU)
law_error = np.abs(simulated - predicted).max()
assert law_error < 0.008     # residual finite-RF edge correction

# Finite-RF phase from the adiabatic effective-field integral
nt = 4000
times = (np.arange(nt) + 0.5) * TAU / nt
phi_adiabatic = np.full(len(grid), rf_phase(TAU, TAU))
for t in times:
    delta = TWO_PI * (grid + B / 2 - B * t / TAU)
    phi_adiabatic -= np.hypot(delta, rf_amplitude(t, TAU)) * TAU / nt
adiabatic = np.exp(1j * phi_adiabatic)
adiabatic_A = np.array([zq_pairs(adiabatic, d).mean() for d in differences])
adiabatic_error = np.abs(simulated - adiabatic_A).max()
assert adiabatic_error < 0.003

# Same product of shift difference and duration, different pulse
TAU_SHORT = 0.010
_, b_short = propagate(grid, TAU_SHORT)
A_short = zq_pairs(-b_short.conj()**2, 2 * DNU).mean()
A_main = pairs.mean()
assert abs(A_short - A_main) < 0.012
assert abs(A_short - law(2 * DNU, TAU_SHORT)) < 0.012

# Controls: no gradient; gradient alone; gradient plus nonselective pulse
_, b_centre = propagate(np.array([DNU / 2, -DNU / 2]), TAU)
c_centre = -b_centre.conj()**2
no_gradient = abs(c_centre[0] * c_centre[1].conj())
free, _ = rotation(TWO_PI * grid, 0.0, 0.0, TAU)
gradient_only = abs(zq_pairs(free**2, DNU).mean())
before, _ = rotation(TWO_PI * grid, 0.0, 0.0, 0.3 * TAU)
after, _ = rotation(TWO_PI * grid, 0.0, 0.0, 0.7 * TAU)
b_hard = after * (-1j) * before.conj()
hard_pulse = abs(zq_pairs(-b_hard.conj()**2, DNU).mean())
assert min(no_gradient, gradient_only, hard_pulse) > 0.99

# Single-quantum coherence: stationary-phase estimate
sweep_rate = TWO_PI * B / TAU
sq_simulated = abs(flip[inside].mean())
sq_predicted = np.sqrt(np.pi * sweep_rate) / (TWO_PI * SPREAD)
assert abs(sq_simulated - sq_predicted) < 0.003

# Three spins with full isotropic couplings; spin 3 is passive
J12, J13, J23 = 7.0, 12.0, 2.0
NU3 = 1000.0
sx = np.array([[0, 1], [1, 0]], complex) / 2
sy = np.array([[0, -1j], [1j, 0]]) / 2
sz = np.diag([0.5, -0.5]).astype(complex)
one = np.eye(2)


def spin_operator(matrix, index):
    factors = [one, one, one]
    factors[index] = matrix
    return np.kron(np.kron(factors[0], factors[1]), factors[2])


H_J = np.zeros((8, 8), complex)
for i, j, coupling in ((0, 1, J12), (0, 2, J13), (1, 2, J23)):
    for s in (sx, sy, sz):
        H_J += TWO_PI * coupling * spin_operator(s, i) @ spin_operator(s, j)
N = 120
positions = SPREAD * ((np.arange(N) + 0.5) / N - 0.5)
shifts = np.array([DNU / 2, -DNU / 2, NU3])
omega3 = TWO_PI * (positions[None, :] + shifts[:, None])
dt3 = 4e-6
coupling_step = expm(-1j * H_J * 5 * dt3)
U = np.broadcast_to(np.eye(8, dtype=complex), (N, 8, 8)).copy()
u = np.empty((3, N, 2, 2), complex)
for k in range(int(round(TAU / dt3))):
    t = (k + 0.5) * dt3
    p, q = rotation(omega3, rf_amplitude(t, TAU), rf_phase(t, TAU), dt3)
    u[..., 0, 0], u[..., 0, 1] = p, q
    u[..., 1, 0], u[..., 1, 1] = -q.conj(), p.conj()
    u12 = (u[0][:, :, None, :, None] * u[1][:, None, :, None, :])
    u12 = u12.reshape(N, 4, 4)
    u123 = (u12[:, :, None, :, None] * u[2][:, None, :, None, :])
    U = u123.reshape(N, 8, 8) @ U
    if k % 5 == 2:
        U = coupling_step @ U
A_up = (U[:, 5, 2] * U[:, 3, 4].conj()).mean()
A_down = (U[:, 4, 3] * U[:, 2, 5].conj()).mean()
passive_phase = np.pi * (J13 - J23) * TAU
expected_up = law(DNU, TAU) * np.exp(-1j * passive_phase)
expected_down = law(DNU, TAU) * np.exp(1j * passive_phase)
assert abs(A_up - expected_up) < 0.015
assert abs(A_down - expected_down) < 0.015
z1 = np.real(np.diag(spin_operator(sz, 0)))
z_kept = -np.einsum('i,nij,j->n', z1, np.abs(U)**2, z1).mean() / (z1 @ z1)
assert z_kept > 0.97

# Worked numbers
gamma = constants.physical_constants['proton gyromag. ratio'][0]
gradient = TWO_PI * SPREAD / (gamma * LENGTH)
x_main = TWO_PI * KAPPA * DNU * TAU
target = 0.05
tau_target = 1 / (TWO_PI * KAPPA * DNU * target)
rf_peak = np.sqrt(Q * sweep_rate) / TWO_PI
print(f"Sweep duration: {1e3*TAU:.1f} ms")
print(f"Sweep width: {B/1e3:.1f} kHz")
print(f"Sample frequency spread: {SPREAD/1e3:.1f} kHz")
print(f"Used sweep fraction kappa: {KAPPA:.2f}")
print(f"Sample length: {100*LENGTH:.2f} cm")
print(f"Gradient strength: {1e3*gradient:.2f} mT/m")
print(f"Adiabaticity Q: {Q:.1f}")
print(f"Amplitude ramp at each end: {100*RAMP:.0f} % of duration")
print(f"Peak RF amplitude: {rf_peak:.1f} Hz")
print(f"Least complete inversion Mz/M0: {inversion.max():.5f}")
print(f"Main shift difference: {DNU:.1f} Hz")
print(f"Flip time at lower sample edge: {1e3*TAU*(1-KAPPA)/2:.2f} ms")
print(f"Flip time at upper sample edge: {1e3*TAU*(1+KAPPA)/2:.2f} ms")
print(f"Time between flips of the pair: {1e6*DNU*TAU/B:.2f} us")
print(f"Upper edge, precession phase: {precession_part:.4f} rad")
print(f"Upper edge, RF phase: {rf_part:.4f} rad")
print(f"Upper edge, total ZQ phase: {edge_sum:.4f} rad")
print(f"Largest local phase-law error: {phase_error:.4f} rad")
print(f"Dephasing parameter x: {x_main:.4f} rad")
print(f"Predicted ZQ amplitude: {law(DNU, TAU):.5f} (relative)")
print(f"Simulated ZQ amplitude, real: {A_main.real:.5f} (relative)")
print(f"Simulated ZQ amplitude, imag: {A_main.imag:.5f} (relative)")
print(f"Guaranteed bound 1/x: {1/x_main:.5f} (relative)")
for d in (20.0, 40.0, 200.0, 400.0):
    index = int(round(d / 20)) - 1
    print(f"dnu {d:.0f} Hz: A law {predicted[index]:.5f}, "
          f"simulation {simulated[index].real:.5f} (relative)")
print(f"Largest sinc-law error, 20-400 Hz: {law_error:.5f} (relative)")
print(f"Largest finite-RF-law error: {adiabatic_error:.5f} (relative)")
print(f"A at {2*DNU:.0f} Hz and {1e3*TAU_SHORT:.0f} ms: "
      f"{A_short.real:.5f} (relative)")
print(f"ZQ magnitude, sweep without gradient: {no_gradient:.5f}")
print(f"ZQ magnitude, gradient alone: {gradient_only:.5f}")
print(f"ZQ magnitude, gradient and hard pulse: {hard_pulse:.5f}")
print(f"Single-quantum remainder, simulation: {sq_simulated:.5f}")
print(f"Single-quantum remainder, estimate: {sq_predicted:.5f}")
print(f"Couplings J12, J13, J23: {J12:.1f}, {J13:.1f}, {J23:.1f} Hz")
print(f"Passive spin shift: {NU3:.1f} Hz")
print(f"Passive-coupling phase magnitude: {passive_phase:.4f} rad")
print(f"Three-spin A, passive spin up: {A_up:.5f} (relative)")
print(f"Law for passive spin up: {expected_up:.5f} (relative)")
print(f"Three-spin A, passive spin down: {A_down:.5f} (relative)")
print(f"Law for passive spin down: {expected_down:.5f} (relative)")
print(f"Inverted z-magnetization retained: {z_kept:.5f} (relative)")
print(f"Target residual: {100*target:.1f} %")
print(f"Duration guaranteeing target: {1e3*tau_target:.2f} ms")
print("success")
```

It prints:

```
Sweep duration: 20.0 ms
Sweep width: 40.0 kHz
Sample frequency spread: 24.0 kHz
Used sweep fraction kappa: 0.60
Sample length: 1.50 cm
Gradient strength: 37.58 mT/m
Adiabaticity Q: 5.0
Amplitude ramp at each end: 10 % of duration
Peak RF amplitude: 1261.6 Hz
Least complete inversion Mz/M0: -0.99911
Main shift difference: 100.0 Hz
Flip time at lower sample edge: 4.00 ms
Flip time at upper sample edge: 16.00 ms
Time between flips of the pair: 50.00 us
Upper edge, precession phase: -15.0796 rad
Upper edge, RF phase: 7.5398 rad
Upper edge, total ZQ phase: -7.5398 rad
Largest local phase-law error: 0.0338 rad
Dephasing parameter x: 7.5398 rad
Predicted ZQ amplitude: 0.12614 (relative)
Simulated ZQ amplitude, real: 0.12590 (relative)
Simulated ZQ amplitude, imag: 0.00000 (relative)
Guaranteed bound 1/x: 0.13263 (relative)
dnu 20 Hz: A law 0.66184, simulation 0.66337 (relative)
dnu 40 Hz: A law 0.04156, simulation 0.04477 (relative)
dnu 200 Hz: A law 0.03898, simulation 0.04281 (relative)
dnu 400 Hz: A law -0.03153, simulation -0.03297 (relative)
Largest sinc-law error, 20-400 Hz: 0.00417 (relative)
Largest finite-RF-law error: 0.00050 (relative)
A at 200 Hz and 10 ms: 0.12561 (relative)
ZQ magnitude, sweep without gradient: 0.99922
ZQ magnitude, gradient alone: 1.00000
ZQ magnitude, gradient and hard pulse: 1.00000
Single-quantum remainder, simulation: 0.04085
Single-quantum remainder, estimate: 0.04167
Couplings J12, J13, J23: 7.0, 12.0, 2.0 Hz
Passive spin shift: 1000.0 Hz
Passive-coupling phase magnitude: 0.6283 rad
Three-spin A, passive spin up: 0.09802-0.07208j (relative)
Law for passive spin up: 0.10205-0.07414j (relative)
Three-spin A, passive spin down: 0.09799+0.07212j (relative)
Law for passive spin down: 0.10205+0.07414j (relative)
Inverted z-magnetization retained: 0.98797 (relative)
Target residual: 5.0 %
Duration guaranteeing target: 53.05 ms
success
```
